\section*{Harmonic and anharmonic parts of a zero-point shielding correction}

\section*{The argument under review}

The manuscript treats the zero-point correction to the shielding of the central nucleus in a bent triatomic molecule. Its argument can be put in three sentences. The correction is the sum of a harmonic term, which averages the curvature of the shielding surface, and an anharmonic term, which averages its slope. The first is what a harmonic molecule would show, and the second measures the anharmonicity of the potential. Each is therefore a molecular property, to be computed, compared and, if convenient, taken from a different calculation than the other.

The decomposition is a correct first-order formula. The question is whether the two inferences follow from it. I examine this by carrying out the decomposition in two kinds of coordinates.

\section*{What is being averaged}

Let $\sigma$ be the shielding minus its value at the equilibrium geometry, and let $s_t$ be three internal displacement coordinates that vanish there. With $\sigma_t$ and $\sigma_{tu}$ the derivatives at equilibrium, the ground-state average is
\begin{equation}
\langle\sigma\rangle = A+H+O(\hbar^2),\qquad
A=\sum_t\sigma_t\langle s_t\rangle,\qquad
H=\tfrac12\sum_{tu}\sigma_{tu}\langle s_ts_u\rangle .
\label{split}
\end{equation}
The orders follow from the size of the motion, $s\sim\hbar^{1/2}$. The products $\langle s_ts_u\rangle$ are of order $\hbar$. Odd moments vanish for the Gaussian ground state of the quadratic problem and need one cubic term to appear, which costs a further factor $\hbar^{1/2}$. Hence $\langle s_t\rangle\sim\hbar$, while third moments are of order $\hbar^2$ and are dropped with the fourth.

I assume one Born--Oppenheimer surface with a nondegenerate bent minimum, the vibrational ground state, and total angular momentum $J=0$.

\section*{Straight-line coordinates}

Let $Q_j$ be mass-weighted normal coordinates in the Eckart frame, so that atoms move along straight lines when one $Q_j$ changes. At leading order each is an oscillator of frequency $\omega_j$, with momentum $P_j$:
\begin{equation}
\langle Q_jQ_k\rangle=\delta_{jk}\frac{\hbar}{2\omega_j},\qquad
\langle P_jP_k\rangle=\delta_{jk}\frac{\hbar\omega_j}{2}.
\label{cov}
\end{equation}
In a stationary state the mean rate of change of $P_k$ is zero, so the mean force vanishes. The vibrational angular momentum term of the kinetic energy is quartic in $Q$ and $P$ at lowest order. Its force is cubic, and its mean is of order $\hbar^2$. The kinetic energy also contains a scalar term proportional to $\hbar^2$, whose force is of that order too. What remains at order $\hbar$ is
\begin{equation}
0=\omega_k^2\langle Q_k\rangle+\tfrac12\sum_{ij}V_{kij}\langle Q_iQ_j\rangle
\;\Rightarrow\;
\langle Q_k\rangle=-\frac{\hbar}{4\omega_k^2}\sum_j\frac{V_{kjj}}{\omega_j}.
\label{Qmean}
\end{equation}
In these coordinates $A$ does vanish when the cubic constants $V_{kjj}$ vanish. This is the case the manuscript has in mind.

\section*{Bond lengths and angle}

Now take $s=(\Delta r_1,\Delta r_2,\Delta\theta)$. The kinetic energy is $\tfrac12\sum p_tG_{tu}(s)p_u$ plus a scalar term of order $\hbar^2$, where $G$ depends on geometry. The condition that the mean rate of change of $p_t$ be zero now has two parts:
\begin{equation}
\sum_uF_{tu}\langle s_u\rangle=
-\tfrac12\sum_{uv}F_{tuv}\langle s_us_v\rangle
-\tfrac12\sum_{uv}\frac{\partial G_{uv}}{\partial s_t}\langle p_up_v\rangle ,
\label{balance}
\end{equation}
with $F$ the derivatives of the potential in these coordinates. The last term survives even if every $F_{tuv}$ is zero. The angular element for end mass $m$ and central mass $M$,
\begin{equation}
G_{\theta\theta}=\Big(\frac1m+\frac1M\Big)\Big(\frac1{r_1^2}+\frac1{r_2^2}\Big)-\frac{2\cos\theta}{Mr_1r_2},
\end{equation}
falls as a bond lengthens when $\cos\theta<0$. Its contribution to \eqref{balance} thus pushes the bonds outward: it is the centrifugal effect of the bending motion. A nonzero $A$ is therefore not, by itself, evidence of an anharmonic potential.

\section*{How the two decompositions are related}

The valence coordinates are nonlinear functions of the normal coordinates:
\begin{equation}
s_t=\sum_jL_{tj}Q_j+\tfrac12\sum_{jk}C_{t,jk}Q_jQ_k+\dots
\end{equation}
Averaging with \eqref{cov} gives
\begin{equation}
\langle s_t\rangle=\sum_jL_{tj}\langle Q_j\rangle+\kappa_t,\qquad
\kappa_t=\sum_jC_{t,jj}\frac{\hbar}{4\omega_j}.
\label{kappa}
\end{equation}

This must agree with \eqref{balance}, and it does. To see it, use the linear combinations $q_k=\sum_t(L^{-1})_{kt}s_t=Q_k+\tfrac12\sum_{ij}c^k_{ij}Q_iQ_j+\dots$. Inserting $q$ into $V=\tfrac12\sum\omega_i^2q_i^2+\tfrac16\sum\tilde V_{ijk}q_iq_jq_k$ and collecting cubic terms gives
\begin{equation}
V_{kjj}=\tilde V_{kjj}+\omega_k^2c^k_{jj}+2\omega_j^2c^j_{jk}.
\end{equation}
To first order $G_{jj}=\sum_i(\partial q_j/\partial Q_i)^2=1+2\sum_kc^j_{jk}Q_k$, so $\partial G_{jj}/\partial q_k=2c^j_{jk}$. The force balance for $q_k$ then reads
\begin{align}
\omega_k^2\langle q_k\rangle
&=-\frac{\hbar}{4}\sum_j\Big[\frac{\tilde V_{kjj}}{\omega_j}+2\omega_jc^j_{jk}\Big]
=-\frac{\hbar}{4}\sum_j\frac{V_{kjj}-\omega_k^2c^k_{jj}}{\omega_j}\nonumber\\
&=\omega_k^2\Big[\langle Q_k\rangle+\sum_jc^k_{jj}\frac{\hbar}{4\omega_j}\Big],
\end{align}
which is \eqref{kappa} multiplied by $L^{-1}$. The kinetic term is needed for this agreement.

The derivatives of $\sigma$ change as well. By the chain rule,
\begin{equation}
\frac{\partial\sigma}{\partial Q_j}=\sum_t\sigma_tL_{tj},\qquad
\frac{\partial^2\sigma}{\partial Q_j^2}=\sum_{tu}\sigma_{tu}L_{tj}L_{uj}+\sum_t\sigma_tC_{t,jj}.
\end{equation}
Multiplying the second derivative by $\tfrac12\langle Q_j^2\rangle=\hbar/4\omega_j$ and summing gives $H$; multiplying the first by $\langle Q_j\rangle$ and using \eqref{kappa} gives $A$:
\begin{equation}
H_{\rm rect}=H_{\rm val}+\sum_t\sigma_t\kappa_t,\qquad
A_{\rm rect}=A_{\rm val}-\sum_t\sigma_t\kappa_t .
\label{transfer}
\end{equation}
The sum is unchanged, and the parts are not. The same holds for any set with the same origin that is a smooth function of the $Q_j$ with an invertible linear part, so that $\sigma$ can be expanded in it. A linear change has $C=0$ and moves nothing. A nonlinear one also moves nothing if $\sum_t\sigma_t\kappa_t=0$.

\section*{Why bending matters}

Let $d_\parallel$ and $d_\perp$ be the displacements of an end atom relative to the central atom, along and across the equilibrium bond, both linear in $Q$. Then
\begin{equation}
r=\sqrt{(r_e+d_\parallel)^2+d_\perp^2}=r_e+d_\parallel+\frac{d_\perp^2}{2r_e}+\dots,
\qquad \kappa_r=\frac{\langle d_\perp^2\rangle}{2r_e}.
\end{equation}
An atom that swings along a straight line stretches its bond at both ends of the swing. Rectilinear coordinates book this stretch under the curvature of $\sigma$; valence coordinates book it under the mean bond length. For the angle, each bond turns by $d_\perp/r_e-d_\perp d_\parallel/r_e^2+\dots$, with $d_\perp$ counted in the sense that increases the polar angle. Hence $\kappa_\theta=-(\langle d_\perp d_\parallel\rangle_2-\langle d_\perp d_\parallel\rangle_1)/r_e^2$, where bond 2 lies at the larger polar angle.

\section*{A numerical case}

Take a model with end masses 1~u, central mass 16~u, $r_e=1$~\AA\ and $\theta_e=105^\circ$. Each stretch is a Morse oscillator (depth 5~eV, $a=2.2$~\AA$^{-1}$), and the bend is quadratic (4~eV/rad$^2$). The shielding surface is quadratic in the valence coordinates, with slopes $\sigma_r=-300$~ppm/\AA\ for each bond and $\sigma_\theta=20$~ppm/rad. Its second derivatives are $-800$ (same bond) and $100$~ppm/\AA$^2$ (two bonds), $-60$~ppm/rad$^2$, and $50$~ppm/(\AA\,rad).

The averages are $\langle\Delta r^2\rangle=0.004789$~\AA$^2$, $\langle\Delta r_1\Delta r_2\rangle=-0.000037$~\AA$^2$, $\langle\Delta\theta^2\rangle=0.023722$~rad$^2$, $\langle\Delta r\Delta\theta\rangle=-0.000194$~\AA\,rad, $\langle\Delta r\rangle=0.016785$~\AA\ and $\langle\Delta\theta\rangle=-0.000653$~rad. In ppm,
\begin{align}
H_{\rm val}&=-800(0.004789)+100(-0.000037)-30(0.023722)\nonumber\\
&\quad+2(50)(-0.000194)=-4.57,\\
A_{\rm val}&=2(-300)(0.016785)+20(-0.000653)=-10.08 .
\end{align}
For the transfer, $\langle d_\perp^2\rangle=0.005938$~\AA$^2$ gives $\kappa_r=0.002969$~\AA, of which the bending mode supplies 0.002959~\AA. With $\kappa_\theta=-0.000076$~rad,
\begin{equation}
\sum_t\sigma_t\kappa_t=2(-300)(0.002969)+20(-0.000076)=-1.78\ \text{ppm}.
\end{equation}
Thus $H_{\rm rect}=-6.35$ and $A_{\rm rect}=-8.30$~ppm. Both pairs add to $-14.65$~ppm. The ``anharmonic share'' of the total is 69\% in one description and 57\% in the other.

Another natural choice is $1/r$ and $\cos\theta$. Expanding these to second order and averaging gives
\begin{align}
A&=2\sigma_r\Big(\langle\Delta r\rangle-\frac{\langle\Delta r^2\rangle}{r_e}\Big)
+\sigma_\theta\Big(\langle\Delta\theta\rangle+\tfrac12\cot\theta_e\langle\Delta\theta^2\rangle\Big)\nonumber\\
&=-7.20-0.08=-7.27\ \text{ppm}
\end{align}
(the total is rounded only after adding), and $H=-7.38$~ppm. The share is now about one half.

There is no natural end to this. Define $u_t$ by $s_t=u_t+\lambda c_tu_t^2$, with $c_t=\langle s_t\rangle/\langle s_t^2\rangle$. Since $\langle u_t^2\rangle=\langle s_t^2\rangle$ at order $\hbar$, one has $\langle u_t\rangle=(1-\lambda)\langle s_t\rangle$ and $A=(1-\lambda)A_{\rm val}$. The second derivative of $\sigma$ along $u_t$ gains $2\lambda c_t\sigma_t$, which adds $\lambda\sum_t\sigma_t\langle s_t\rangle=\lambda A_{\rm val}$ to $H$. At $\lambda=1$ the whole $-14.65$~ppm is ``harmonic''. Here $c_r=3.50$~\AA$^{-1}$, so this $u_r$ is a valid coordinate only for $u_r>-1/(2c_r)=-0.14$~\AA. At that limit $\Delta r=-1/(4c_r)=-0.071$~\AA, only about one rms displacement from equilibrium, and a bond compressed further has no $u_r$ at all. The set serves for the first-order expansion, which needs only a neighborhood of the minimum, but it cannot describe the whole ground state at the actual $\hbar$.

\section*{Does $A$ measure the anharmonicity of the potential?}

Replace the Morse functions by parabolas of the same curvature, so that the potential is purely quadratic in $r_1,r_2,\theta$. Then $H$ is unchanged in each set whose definition does not depend on the potential (for the $u_t$ set this requires holding the $c_t$ fixed), but $A_{\rm val}=-0.60$~ppm, from the kinetic term in \eqref{balance}, and $A_{\rm rect}=+1.18$~ppm. The two disagree even in sign. Both totals are $-5.17$~ppm.

A well-posed question is how much the correction changes between two specified potentials. From this quadratic field to the Morse field the first-order change is $-14.65+5.17=-9.48$~ppm in either set. But the reference must be stated: for a potential quadratic in the $Q_j$, \eqref{Qmean} gives $A_{\rm rect}=0$ and a total of $-6.35$~ppm, and the change becomes $-8.30$~ppm. ``The harmonic molecule'' is not one molecule.

\section*{Checks and limits}

The $J=0$ Schr\"odinger equation for the model was also solved on a three-dimensional grid, and the mean displacements and products were taken from the wavefunction. Extrapolated from reduced values of $\hbar$ to the first-order limit, $H$ and $A$ in the three natural sets agree with the values above within the 0.005~ppm tolerance of the test (see the numerical output).

At the actual $\hbar$ the average of the full surface is $-15.15$~ppm, so the first-order result misses 0.50~ppm, or 3\% of that average. The truncated sum $A+H$, evaluated with the grid averages, is $-15.15$~ppm in valence coordinates, where the model surface has no higher terms. It is $-15.14$~ppm in rectilinear coordinates and $-14.74$~ppm with $1/r$ and $\cos\theta$. Invariance of the truncated sum is thus a first-order statement; between 0.025 and 0.05 of the actual $\hbar$, the rectilinear discrepancy was found to scale as $\hbar^{2.00}$. If the bending motion reaches linear geometries, where $\theta$ is not a smooth coordinate, an expansion about the bent minimum is unsuitable and $\sigma$ should be averaged over the wavefunction directly.

\section*{Requested changes}

\begin{enumerate}
\item Report the total as the result. If the parts are listed, name the coordinates beside them.
\item Do not combine parts from different sets. Here $H_{\rm rect}+A_{\rm val}=-16.43$~ppm, which counts the bending stretch twice and overshoots the first-order total by 12\%.
\item Do not omit $A$ on the ground that the potential is nearly harmonic, unless the coordinates in which it is so are stated and the kinetic term in \eqref{balance} has been shown to be negligible in them.
\item Replace statements about the effect of anharmonicity by a difference between two potentials, both specified.
\end{enumerate}

\section*{Calculated quantities}
\begin{verbatim}
end mass, middle mass: 1, 16 u
bond length: 1.00 angstrom; angle: 105 deg
Morse depth: 5.0 eV; Morse a: 2.2 1/angstrom
stretch constant 2Da^2: 48.4 eV/angstrom^2
bend constant: 4.0 eV/rad^2
sigma_r: -300 ppm/angstrom; sigma_th: 20 ppm/rad
sigma_rr (same bond): -800 ppm/angstrom^2
sigma_rr' (two bonds): 100 ppm/angstrom^2
sigma_thth: -60 ppm/rad^2
sigma_rth: 50 ppm/(angstrom rad)
hbar: 0.064654 angstrom (u eV)^(1/2)
harmonic wavenumbers (bend first): 1528.9, 3712.2, 3767.9 cm^-1
<dr^2>: 0.004789 angstrom^2
<dr1 dr2>: -0.000037 angstrom^2
<dth^2>: 0.023722 rad^2
<dr dth>: -0.000194 angstrom rad
<dr>, valence: 0.016785 angstrom
<dth>, valence: -0.000653 rad
linear part L<Q> of <dr>: 0.013816 angstrom
linear part L<Q> of <dth>: -0.000578 rad
<d_perp^2> of one bond: 0.005938 angstrom^2
kappa_r: 0.002969 angstrom; kappa_th: -0.000076 rad
kappa_r from the bending mode: 0.002959 angstrom
transfer sum sigma_t kappa_t: -1.7829 ppm
First-order parts in ppm: H, A, H + A
  rectilinear normal: -6.3490, -8.3010, -14.6500
  bond lengths, angle: -4.5661, -10.0839, -14.6500
  1/r, cos(angle): -7.3761, -7.2739, -14.6500
  set with zero means: -14.6500, 0.0000, -14.6500
c_r: 3.5047 1/angstrom; c_th: -0.0275 1/rad
Quadratic valence force field, ppm: H, A, H + A
  rectilinear normal: -6.3490, 1.1817, -5.1673
  bond lengths, angle: -4.5661, -0.6012, -5.1673
  <dr> in valence coordinates: 0.000980 angstrom
Grid wavefunctions, limit of small hbar, ppm: H, A, H + A
  rectilinear normal: -6.349, -8.301, -14.650
  bond lengths, angle: -4.566, -10.084, -14.650
  1/r, cos(angle): -7.376, -7.274, -14.650
  average of the full shielding surface: -14.650 ppm
Grid wavefunction, actual hbar, ppm: H, A, H + A
  rectilinear normal: -6.69, -8.45, -15.14
  bond lengths, angle: -4.91, -10.24, -15.15
  1/r, cos(angle): -7.46, -7.28, -14.74
  average of the full shielding surface: -15.15 ppm
power of hbar in the rectilinear truncation error: 2.00
\end{verbatim}
